# Sobolev's theorem and the efficiency of Lebedev and product grids

**Q.** An integral over a molecule that is done numerically on a grid can be split into atom-centred pieces, and each piece needs an average over the directions around a nucleus. An angular rule with hundreds of nodes must integrate thousands of functions. Why should symmetry reduce that work without losing some of the conditions?

**A.** Let me fix the terms first. A rule with nodes \(x_i\) on the unit sphere and weights \(w_i\) is
\[
Q(f)=\sum_{i=1}^{N}w_i f(x_i),
\]
to be compared with the mean \(\langle f\rangle\) over the sphere. It has degree \(L\) if \(Q(f)=\langle f\rangle\) for every polynomial in \(x,y,z\) of degree at most \(L\). On the sphere these polynomials are spanned by the spherical harmonics with \(l\le L\), which number \(\sum_{l=0}^{L}(2l+1)=(L+1)^2\).

Let \(G\) be a finite group of orthogonal matrices. The rule is invariant if each \(g\in G\) permutes the nodes and nodes exchanged in this way have equal weights. Sobolev's theorem says that an invariant rule has degree \(L\) if and only if it is exact for the \(G\)-invariant polynomials of degree at most \(L\).

**Q.** Most polynomials are not invariant. Who integrates those?

**A.** The symmetry of the rule does. For any polynomial \(f\) of degree at most \(L\), form the group average
\[
\bar f(x)=\frac1{|G|}\sum_{g\in G}f(gx).
\]
A linear substitution does not raise the degree, so \(\bar f\) has degree at most \(L\). It is invariant: \(\bar f(hx)=|G|^{-1}\sum_g f(ghx)\), and \(gh\) runs once through \(G\) as \(g\) does. Since \(g\) permutes nodes of equal weight, \(\sum_i w_if(gx_i)=\sum_i w_if(x_i)\), hence \(Q(\bar f)=Q(f)\). Orthogonal matrices preserve area, hence \(\langle\bar f\rangle=\langle f\rangle\). If the rule is exact for invariants,
\[
Q(f)=Q(\bar f)=\langle\bar f\rangle=\langle f\rangle .
\]
The converse is immediate, because the invariants are among the polynomials of degree at most \(L\).

**Q.** Is it enough that the nodes are symmetric?

**A.** No. Take the six octahedron vertices with weights \(1/6\), then add \(\delta\) to the weight at \(+\hat z\) and subtract it at \(-\hat z\). An invariant function has the same value at all six vertices, so its sum is unchanged. But \(Q(z)=2\delta\), while \(\langle z\rangle=0\). The weights must share the symmetry.

**Q.** How many conditions remain for the octahedral group that Lebedev used?

**A.** Its 48 elements permute the coordinates and change their signs. Invariance under sign changes leaves even powers; invariance under permutations makes the polynomial symmetric in \(x^2,y^2,z^2\). By the fundamental theorem of symmetric polynomials it is a polynomial in
\[
e_1=x^2+y^2+z^2,\quad e_2=x^2y^2+y^2z^2+z^2x^2,\quad e_3=x^2y^2z^2 .
\]
On the sphere \(e_1=1\), so the products \(e_2^ae_3^b\) with \(4a+6b\le L\) suffice. They are independent there: near three distinct positive squares of sum 1, \(e_2\) and \(e_3\) can be varied independently, and a polynomial that vanishes on an open set of the \((e_2,e_3)\) plane is zero. The number of conditions is therefore
\[
M(L)=\#\{(a,b):a,b\ge0,\;4a+6b\le L\}.
\]
These are the lattice points of a triangle with legs \(L/4\) and \(L/6\), so \(M(L)=L^2/48+O(L)\). For \(L=11\) the pairs are \((0,0),(1,0),(0,1),(2,0),(1,1)\): five conditions replace 144.

**Q.** I would believe that more readily if you built a rule from it.

**A.** We need the means of the invariants. Three independent unit normal variables have the moment \((2a-1)!!(2b-1)!!(2c-1)!!\) for \(x^{2a}y^{2b}z^{2c}\), with \((-1)!!=1\). Their length and direction are independent, so this moment is \(\langle r^{2s}\rangle\) times the sphere mean, with \(s=a+b+c\). For \(z^{2s}\) the sphere mean is \(\tfrac12\int_{-1}^1u^{2s}du=1/(2s+1)\), which gives \(\langle r^{2s}\rangle=(2s+1)!!\). Thus
\[
\langle x^{2a}y^{2b}z^{2c}\rangle=\frac{(2a-1)!!(2b-1)!!(2c-1)!!}{(2s+1)!!}.
\]
Expanding the invariants gives
\[
\langle e_2\rangle=\tfrac{3}{15}=\tfrac15,\quad \langle e_3\rangle=\tfrac1{105},\quad
\langle e_2^2\rangle=\tfrac{3\cdot9+6\cdot3}{945}=\tfrac1{21},\quad
\langle e_2e_3\rangle=\tfrac{3\cdot9}{10395}=\tfrac1{385}.
\]

Degree 5 has two conditions, for 1 and \(e_2\). Use the 6 octahedron vertices, where \(e_2=0\), with total weight \(A\), and the 8 cube corners, where \(e_2=1/3\), with total weight \(C\). Then \(C/3=1/5\) and \(A+C=1\), so \(C=3/5\) and \(A=2/5\). The weights per node are \(3/40\) and \(1/15\), and this is a 14-point rule.

**Q.** There the nodes were given. What if their positions are unknown too?

**A.** Degree 11 shows it. Add the 12 edge directions \((1,1,0)/\sqrt2\), where \(e_2=1/4\) and \(e_3=0\), with total weight \(D\). Add also the 24 nodes of type \((l,l,m)\), with total weight \(B\). Put \(t=l^2\), so \(m^2=1-2t\). On this last orbit
\[
E_2=t^2+2t(1-2t)=2t-3t^2,\qquad E_3=t^2(1-2t).
\]
At the cube corners \(e_3=1/27\). The five conditions are
\[
\begin{aligned}
A+D+C+B&=1,\\
D/4+C/3+BE_2&=1/5,\\
C/27+BE_3&=1/105,\\
D/16+C/9+BE_2^2&=1/21,\\
C/81+BE_2E_3&=1/385 .
\end{aligned}
\]
One third of the third equation minus the fifth removes \(C\):
\[
BE_3\left(\tfrac13-E_2\right)=\tfrac1{315}-\tfrac1{385}=\tfrac2{3465}.
\]
Multiply by 3 and use \(1-3E_2=1-6t+9t^2=(1-3t)^2\):
\[
Bt^2(1-2t)(1-3t)^2=\tfrac2{1155}.\tag{1}
\]
One quarter of the second equation minus the fourth removes \(D\):
\[
-\tfrac{C}{36}+BE_2\left(\tfrac14-E_2\right)=\tfrac1{20}-\tfrac1{21}=\tfrac1{420}.
\]
The third equation gives \(C/36=1/140-\tfrac34BE_3\). Inserting it,
\[
B\left[\tfrac14E_2-E_2^2+\tfrac34E_3\right]=\tfrac1{420}+\tfrac1{140}=\tfrac1{105}.
\]
The bracket is
\[
\tfrac t2-4t^2+\tfrac{21}2t^3-9t^4=\tfrac t2(1-2t)(1-3t)^2,
\]
so
\[
Bt(1-2t)(1-3t)^2=\tfrac2{105}.\tag{2}
\]
Neither side of (2) is zero, so (1) may be divided by it: \(t=105/1155=1/11\), or \(l=0.3015113\).

Now (2) gives
\[
B=\frac{2}{105}\,\frac{14641}{576}=\frac{14641}{30240}.
\]
Then \(BE_3=11/3360\), and \(C=27(1/105-11/3360)=27/160\). With \(BE_2=2299/30240\), the second equation gives \(D=256/945\), and the first leaves \(A=8/105\). Dividing by the orbit sizes:

| Nodes | Weight per node | Decimal |
|---|---|---|
| 6 | 4/315 | 0.012698 |
| 12 | 64/2835 | 0.022575 |
| 8 | 27/1280 | 0.021094 |
| 24 | 14641/725760 | 0.020173 |

By the theorem, these 50 nodes integrate all 144 harmonics through degree 11.

**Q.** Fifty nodes sounds economical, but compared with what?

**A.** Each node carries three parameters, two angles and a weight. The efficiency defined here compares the number of functions with the number of parameters:
\[
\eta=\frac{(L+1)^2}{3N}.
\]
The 50-point rule has \(\eta=144/150=0.96\).

**Q.** Then \(\eta\) cannot exceed one, since one cannot satisfy more equations than one has unknowns.

**A.** That inference fails, because symmetry makes many of the equations redundant. A bound that does hold follows from squares. Let \(s=\lfloor L/2\rfloor\). If \(N<(s+1)^2\), the \(N\) linear conditions \(p(x_i)=0\) have a nonzero solution \(p\) among the polynomials of degree at most \(s\) on the sphere. Then \(Q(p^2)=0\) but \(\langle p^2\rangle>0\), although \(p^2\) has degree at most \(L\). So \(N\ge(s+1)^2\ge(L+1)^2/4\), and \(\eta\le4/3\), whatever the signs of the weights.

The icosahedral rotation group shows that one can be passed. The number of invariant harmonics of degree \(l\) is the trace of the group average, and a rotation by \(\theta\) has trace \(1+2\sum_{k=1}^l\cos k\theta\). Summing over the identity, 15 half-turns, 20 third-turns and 24 rotations by one or two fifths of a turn gives
\[
n_l=\tfrac1{60}\left[2l+1+15(-1)^l+20c_3+12c_5\right],
\]
where \(c_3=1,0,-1\) for \(l\equiv0,1,2\) modulo 3, and \(c_5=2,1,0,-1,-2\) for \(l\equiv0,\dots,4\) modulo 5. For \(1\le l\le14\), \(n_l\) is 1 at \(l=6,10,12\) and 0 otherwise. The 12 equally weighted vertices therefore have degree 5, and \(\eta=36/36=1\).

Add a general orbit of 60 nodes. Two angles and the division of weight between the orbits are three unknowns for the three conditions at \(l=6,10,12\). A numerical root search finds a solution with weights 0.012401 on the vertices and 0.014187 on the other nodes. This 72-point rule of degree 14 has \(\eta=225/216=1.0417\). Thus \(\eta=1\) marks a balance of counts and is not a ceiling.

**Q.** Why, then, should Lebedev's octahedral rules approach one?

**A.** Count unknowns by orbit. The orbits of 6, 12 and 8 nodes have fixed positions and one unknown weight each. An orbit on mirror planes, \((l,l,m)\) or \((p,q,0)\), has 24 nodes and two unknowns, a position and a weight. A general orbit has 48 nodes and three unknowns. The cost per unknown is at most 16 nodes, so a rule with as many unknowns as conditions satisfies
\[
N\le16M(L).
\]

**Q.** The mirror-plane orbits cost only 12 nodes per unknown. Why not use those alone and beat the estimate?

**A.** They cannot see some of the invariants. The product of the nine mirror-plane forms,
\[
J=xyz(x^2-y^2)(y^2-z^2)(z^2-x^2),
\]
has degree 9 and at most changes sign under the group. So \(J^2\) is an invariant of degree 18, and it vanishes on every orbit except the general ones. Since \(\langle J^2\rangle>0\), a rule with \(L\ge18\) needs at least one general orbit.

More generally, the invariants \(J^2q\), with \(q\) invariant of degree at most \(L-18\), give \(M(L-18)\) independent conditions that only the \(n_{48}\) general orbits can meet. Matching unknowns to these conditions asks for \(3n_{48}\ge M(L-18)\), and hence
\[
16M(L-18)\le48n_{48}\le N\le16M(L).
\]
Both ends are \(L^2/3+O(L)\). Therefore \(N\) grows as \(L^2/3\) and \(\eta\to1\).

**Q.** Matching counts proves neither that nonlinear equations have a solution nor that a rule with fewer unknowns is impossible.

**A.** Correct. The limit holds for a family of rules that satisfies both counting relations; the counting does not prove that such a family continues to all degrees. Existence is settled by solving the equations degree by degree. I examined the 32 tabulated Lebedev rules in PySCF from \(L=3\) to \(L=131\), by sorting their nodes into orbits and summing the harmonics numerically. All have as many unknowns as conditions, and all satisfy \(3n_{48}\ge M(L-18)\). For \(L=131\) the bounds are \(4640\le5810\le6160\), with 100 general orbits.

For degrees \(L=6m+5\) the orbits found in these tables give a closed formula. When \(m\) is even there are the 6- and 8-point orbits, \(2m\) mirror-plane orbits and \(m(m-2)/4\) general ones:
\[
N=14+48m+12m(m-2)=12(m+1)^2+2.
\]
When \(m\) is odd there are all three fixed orbits, \(2m-1\) mirror-plane orbits and \((m-1)^2/4\) general ones:
\[
N=26+24(2m-1)+12(m-1)^2=12(m+1)^2+2.
\]
Since \(L+1=6(m+1)\), both cases give
\[
N=\frac{(L+1)^2}{3}+2,\qquad \eta=\frac{N-2}{N}=1-\frac2N .
\]
Outside this series the efficiency can be lower: the smallest value in the 32 tables is 0.8205, for \(L=7\) and \(N=26\). The tables with 74, 230 and 266 nodes contain negative weights. Errors of size at most \(\epsilon\) in the values \(f(x_i)\) change \(Q(f)\) by at most \(\epsilon\sum_i|w_i|\). This sum is 1 when all weights are positive; for these three tables it is 1.47, 1.66 and 1.08, so the possible amplification is modest.

**Q.** A product of two one-dimensional rules needs no nonlinear search. What does that convenience cost?

**A.** Write \(u=\cos\theta\). Take \(n\) Gauss–Legendre nodes in \(u\) and \(L+1\) equally spaced azimuths \(\phi\). The azimuthal sum removes every \(e^{i\mu\phi}\) with \(1\le|\mu|\le L\). What remains is a polynomial in \(u\) of degree at most \(L\), and Gauss's rule integrates it if \(2n-1\ge L\). For odd \(L\), \(n=(L+1)/2\), so
\[
N=\frac{(L+1)^2}{2},\qquad \eta=\frac23 .
\]
For even \(L\), \(n=(L+2)/2\) and \(\eta=\tfrac23(L+1)/(L+2)\), slightly less.

| \(L\) | \(N\) Lebedev | \(\eta\) | \(N\) Gauss product |
|---|---|---|---|
| 5 | 14 | 0.8571 | 18 |
| 11 | 50 | 0.9600 | 72 |
| 17 | 110 | 0.9818 | 162 |
| 41 | 590 | 0.9966 | 882 |
| 131 | 5810 | 0.9997 | 8712 |

The ratio of node numbers rises from 1.29 to 1.4995, towards \(3/2\).

**Q.** Perhaps a cleverer product rule avoids the factor \(2/3\).

**A.** At finite \(L\) it can, but not in the limit if the polar weights are positive. Let \(L\ge2\). If the \(n\) polar nodes had \(2n\le L\), the polynomial \(\prod_k(u-u_k)^2\) would vanish at all of them yet have a positive mean. So \(n\ge(L+1)/2\).

For the azimuths, apply the rule to \((x+iy)^\mu=\sin^\mu\theta\,e^{i\mu\phi}\), \(1\le\mu\le L\), whose mean is zero. The polar factor is positive, since not all nodes can lie at the poles: otherwise \(\sin^2\theta\) would average to zero. Hence the azimuthal rule itself must be exact for trigonometric polynomials through degree \(L\). With \(\nu\le L\) azimuths, \(\prod_j|e^{i\phi}-e^{i\phi_j}|^2\) would have degree \(\nu\), vanish at every node and have a positive mean. So at least \(L+1\) azimuths are needed.

At most two rings can collapse to single points at the poles, which leaves
\[
N\ge\frac{(L-3)(L+1)}2+2 .
\]
This grows as \(L^2/2\), so no such family has a limiting efficiency above \(2/3\).

Gauss–Lobatto nodes use the collapse. They are \(u=\pm1\) and the zeros of \(P_{n-1}'\), with weights that integrate the interpolating polynomial. Divide a polynomial of degree at most \(2n-3\) by \((1-u^2)P_{n-1}'\); the quotient \(q\) has degree at most \(n-3\). With \(F'=q\) and \([(1-u^2)P_{n-1}']'=-n(n-1)P_{n-1}\), integration by parts gives
\[
\int_{-1}^1(1-u^2)P_{n-1}'q\,du=n(n-1)\int_{-1}^1P_{n-1}F\,du=0,
\]
because \(F\) has degree at most \(n-2\). The remainder is integrated by interpolation, so the rule has degree \(2n-3\). For odd \(L\), \(n=(L+3)/2\), and
\[
N=\frac{L-1}{2}(L+1)+2=\frac{L^2+3}{2}.
\]
At \(L=3\) this is the octahedron, with \(\eta=0.8889\). At \(L=41\), \(N=842\) and \(\eta=0.6983\), approaching \(2/3\) from above.

**Q.** Electron densities are not polynomials of finite degree. Does any of this matter for them?

**A.** Consider an s Gaussian \(e^{-\alpha|\mathbf r-\mathbf R|^2}\) centred at distance \(R\) from a nucleus, averaged over a sphere of radius \(r\) about that nucleus. With \(k=2\alpha Rr\) and \(u\) the cosine of the angle between \(\mathbf r\) and \(\mathbf R\), the mean is
\[
e^{-\alpha(R^2+r^2)}\,\frac12\int_{-1}^{1}e^{ku}du
=e^{-\alpha(R^2+r^2)}\frac{\sinh k}{k}.
\]
For \(\alpha=1\) bohr\(^{-2}\), \(R=2\) bohr and \(r=1\) bohr, \(k=4\) and the mean is \(e^{-5}\sinh(4)/4=0.045970\). The largest errors relative to this mean, over 400 random directions of \(\mathbf R\), are:

| Rule | \(L\) | \(N\) | Relative error |
|---|---|---|---|
| Lebedev | 17 | 110 | \(7.9\times10^{-12}\) |
| Gauss product | 17 | 162 | \(5.6\times10^{-12}\) |
| Gauss product | 13 | 98 | \(3.6\times10^{-8}\) |

These are sample maxima. The product rules err most when \(\mathbf R\) lies along their polar axis, in a narrow peak that random directions easily miss: there the errors are \(1.1\times10^{-11}\) for \(L=17\) and \(5.4\times10^{-8}\) for \(L=13\), while the Lebedev error peaks at \(8.3\times10^{-12}\), along \((1,1,0)\). At equal degree the errors are therefore similar, but the product rule uses 52 more nodes. Against the 98-point Gauss product rule, which has 12 fewer nodes and is four degrees lower, the Lebedev error is smaller by a factor of several thousand: about 4500 in the sample and about 6400 between the worst directions. This factor belongs to that pairing: the Gauss–Lobatto product rule of degree 15 has \((15^2+3)/2=114\) nodes and is only two degrees behind.

**Q.** Why so large a factor for four degrees?

**A.** The first term missed by a rule of odd degree \(L\) has \(l=L+1\). In the Legendre series of \(e^{ku}\) its coefficient is \((2l+1)i_l\), where Rodrigues' formula and \(l\) integrations by parts give
\[
i_l=\frac12\int_{-1}^1e^{ku}P_l\,du=\frac{k^l}{2^{l+1}l!}\int_{-1}^1(1-u^2)^le^{ku}du\approx\frac{k^l}{(2l+1)!!}.
\]
The last form is the leading order for \(k^2\ll4l\), and is a rough guide here. The ratio of the coefficients for \(l=14\) and \(l=18\) is then
\[
\frac{29}{37}\,\frac{31\cdot33\cdot35\cdot37}{4^4}\approx4\times10^3,
\]
which gives the order of magnitude of the gain. The leading error is this coefficient times \(Q(P_l)\), the rule's own sum over \(P_l\), which differs from rule to rule: in the worst direction its size is 0.227 for the 98-point rule at \(l=14\), and 0.202 for the 162-point rule and 0.150 for the Lebedev rule at \(l=18\). With the integrals \(i_l\) evaluated exactly the coefficient ratio is about 4270, and the leading terms then give a gain of about 4800 between the two Gauss product rules and about 6500 from the 98-point rule to the Lebedev rule, close to the 4800 and 6400 of the full errors in the worst directions. For a sharper or more distant Gaussian \(k\) is larger, the coefficients begin to fall at higher \(l\), and a larger \(L\) is needed for the same relative error. The efficiency \(\eta\) says what a given degree costs; the integrand decides which degree is required.

All numerical values are calculated from the stated model.
